# Axial Landau Levels of the Γ8 Valence Band for B along [001]: a program that tests the result

```python
# Landau levels of the Gamma8 valence band, B along [001], kz = 0, axial model.
# Hole energies are positive; unit w0 = hbar e B / m0; lengths in magnetic length l.
# Family A: (Jz=+3/2, N=n-2) with (Jz=-1/2, N=n);  s = +1
# Family B: (Jz=+1/2, N=n-2) with (Jz=-3/2, N=n);  s = -1
# Result under test, n >= 2, gbar = (g2+g3)/2:
#   E = g1(n-1/2) - s g2 + s(kappa/2+13q/8)
#       +- sqrt([g1-kappa-7q/4-s g2(n-1/2)]^2 + 3 gbar^2 n(n-1))
# For n = 0, 1 only the second component exists: four uncoupled levels.
# g1, g2, g3, kappa, q are the Luttinger parameters.
import numpy as np
from scipy import constants as sc


def angular(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (up + up.T) / 2, (up - up.T) / 2j, np.diag(m)


def sym(a, b):
    return (a @ b + b @ a) / 2


def oscillator(size):
    """kx, ky and their products; products formed before truncation."""
    a = np.diag(np.sqrt(np.arange(1, size + 4)), 1)
    kx, ky = (a + a.T) / np.sqrt(2), (a.T - a) / (1j * np.sqrt(2))
    return [x[:size, :size] for x in (kx, ky, kx @ kx, ky @ ky, sym(kx, ky))]


def kinetic(ang, scale, g1, g2, g3, ops, kz=0.0):
    """Cubic Luttinger form; scale 1 for J=3/2 matrices, 3 for L=1 matrices."""
    jx, jy, jz = ang
    kx, ky, kxx, kyy, kxy = ops
    one, unit = np.eye(len(jx)), np.eye(len(kx))
    casimir = np.trace(jx @ jx + jy @ jy + jz @ jz).real / len(jx)
    h = (g1 + 2 * scale * g2 * casimir / 3) * np.kron(one, kxx + kyy + kz**2 * unit)
    h = h - 2 * scale * g2 * (np.kron(jx @ jx, kxx) + np.kron(jy @ jy, kyy)
                              + kz**2 * np.kron(jz @ jz, unit))
    h = h - 4 * scale * g3 * (np.kron(sym(jx, jy), kxy)
                              + kz * np.kron(sym(jy, jz), ky)
                              + kz * np.kron(sym(jz, jx), kx))
    return h / 2


J = angular(1.5)


def luttinger(p, ops, kz=0.0):
    g1, g2, g3, kappa, q = p
    zeeman = kappa * J[2] + q * J[2] @ J[2] @ J[2]
    return kinetic(J, 1, g1, g2, g3, ops, kz) + np.kron(zeeman, np.eye(len(ops[0])))


def total_f(m_values, size):
    return (np.asarray(m_values)[:, None] + np.arange(size)[None, :]).ravel()


def axial(h, f):
    """Rotation average about z: keep only elements that conserve N + Jz."""
    return np.where(f[:, None] == f[None, :], h, 0)


def block(p, fam, n):
    g1, g2, g3, kappa, q = p
    off = -np.sqrt(3) * (g2 + g3) / 2 * np.sqrt(n * (n - 1))
    if fam == "A":
        top = (g1 + g2) * (n - 1.5) + 1.5 * kappa + 27 * q / 8
        low = (g1 - g2) * (n + 0.5) - kappa / 2 - q / 8
    else:
        top = (g1 - g2) * (n - 1.5) + kappa / 2 + q / 8
        low = (g1 + g2) * (n + 0.5) - 1.5 * kappa - 27 * q / 8
    return np.array([[top, off], [off, low]])


def closed(p, fam, n, sign):
    g1, g2, g3, kappa, q = p
    s = 1 if fam == "A" else -1
    mean = g1 * (n - 0.5) - s * g2 + s * (kappa / 2 + 13 * q / 8)
    half = g1 - kappa - 7 * q / 4 - s * g2 * (n - 0.5)
    return mean + sign * np.sqrt(half**2 + 0.75 * (g2 + g3)**2 * n * (n - 1))


def family_levels(p, fam, n):
    if n < 0:
        return []
    if n < 2:
        return [block(p, fam, n)[1, 1]]
    return [closed(p, fam, n, -1), closed(p, fam, n, 1)]


def state(p, fam, n, sign, size):
    v = np.zeros((4, size))
    top, low = (0, 2) if fam == "A" else (1, 3)
    if n < 2:
        v[low, n] = 1
    else:
        c = np.linalg.eigh(block(p, fam, n))[1][:, 0 if sign < 0 else 1]
        v[top, n - 2], v[low, n] = c
    return v.ravel()


def track(h, ref, keep):
    """Energy and weight of the eigenstate that most resembles ref."""
    idx = np.flatnonzero(keep)
    e, v = np.linalg.eigh(h[np.ix_(idx, idx)])
    w = abs(v.conj().T @ ref[idx])**2
    k = np.argmax(w)
    return e[k], w[k]


# Clebsch-Gordan embedding of J=3/2 in (L=1) x (spin 1/2)
C = np.zeros((6, 4))
C[0, 0] = C[5, 3] = 1
C[2, 1] = C[3, 2] = np.sqrt(2 / 3)
C[1, 1] = C[4, 2] = np.sqrt(1 / 3)


def eight_band(p, ep, eg, delta, size):
    """Gamma8 + Gamma7 + conduction band, hole sign, energies in w0, kz = 0."""
    g1, g2, g3, kappa, q = p
    x = ep / eg
    L = [np.kron(m, np.eye(2)) for m in angular(1)]
    S = [np.kron(np.eye(3), m) for m in angular(0.5)]
    spin_orbit = sum(l @ s for l, s in zip(L, S))
    inner = ((3 * (kappa - x / 6) + 1) / 2 * L[2] - S[2]
             + delta * (np.eye(6) - 2 * spin_orbit) / 3
             + q * C @ J[2] @ J[2] @ J[2] @ C.T)
    val = kinetic(L, 3, g1 - x / 3, g2 - x / 6, g3 - x / 6, oscillator(size))
    val = val + np.kron(inner, np.eye(size))
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    t = np.sqrt(ep / 2) * (np.kron(np.kron([[0, 0, 1]], np.eye(2)), a)
                           - np.kron(np.kron([[1, 0, 0]], np.eye(2)), a.T))
    cond = -(eg * np.eye(2 * size)
             + np.kron(np.eye(2), np.diag(np.arange(size) + 0.5))
             + np.kron(angular(0.5)[2], np.eye(size)))
    h = np.block([[val, t.conj().T], [t, cond]])
    f = total_f([1.5, 0.5, 0.5, -0.5, -0.5, -1.5, 0.5, -0.5], size)
    return axial(h, f), f


def embed(ref, size):
    return np.concatenate([np.kron(C, np.eye(size)) @ ref, np.zeros(2 * size)])


# Rough typical GaAs parameters and the chosen field
par = (7.0, 2.1, 2.9, 1.2, 0.02)
g1, g2, g3, kappa, q = par
field, temperature, mobility = 10.0, 4.2, 5000.0
gap, split, kane = 1.52, 0.34, 26.0
w0 = sc.hbar * field / sc.m_e * 1e3
length = np.sqrt(sc.hbar / (sc.e * field)) * 1e9
gbar = (g2 + g3) / 2

# Definition against blocks: complete spectrum of each symmetry sector
size = 40
f4 = total_f([1.5, 0.5, -0.5, -1.5], size)
cubic = luttinger(par, oscillator(size))
ax = axial(cubic, f4)
rows, cols = np.nonzero(abs(cubic - ax) > 1e-10)
assert len(rows) > 0 and set(abs(f4[rows] - f4[cols])) == {4.0}
for f in np.arange(-1.5, 12):
    idx = np.flatnonzero(f4 == f)
    direct = np.linalg.eigvalsh(ax[np.ix_(idx, idx)])
    formula = sorted(family_levels(par, "A", int(f + 0.5))
                     + family_levels(par, "B", int(f + 1.5)))
    assert len(direct) == len(formula) and np.allclose(direct, formula, atol=1e-9)

levels = [("A", 0, 1), ("A", 1, 1), ("B", 0, 1), ("B", 1, 1),
          ("A", 2, -1), ("B", 2, -1), ("A", 3, -1), ("B", 3, -1),
          ("A", 2, 1), ("B", 2, 1)]
for fam, n, sign in levels:
    v = state(par, fam, n, sign, size)
    assert np.linalg.norm(ax @ v - closed(par, fam, n, sign) * v) < 1e-9

# Real-space grid in Landau gauge, equal g2 and g3 (no warping to drop)
sph = (7.0, 2.5, 2.5, 1.2, 0.02)
step = 0.3
x = step * np.arange(-30, 31)
d = np.arange(61)[:, None] - np.arange(61)[None, :]
safe = np.where(d == 0, 1, d)
parity = np.where(d % 2 == 0, 1.0, -1.0)
d1 = np.where(d == 0, 0, parity / (step * safe))
d2 = np.where(d == 0, -np.pi**2 / (3 * step**2), -2 * parity / (step * safe)**2)
kx, ky = -1j * d1, np.diag(x)
grid = np.linalg.eigvalsh(luttinger(sph, (kx, ky, -d2, ky @ ky, sym(kx, ky))))[:14]
ladder = sorted(e for n in range(41) for fam in "AB" for e in family_levels(sph, fam, n))
grid_error = max(abs(grid - np.array(ladder[:14])))
assert grid_error < 1e-6

# Sign of kappa: conduction and split-off bands sent far away
far, ff = eight_band(par, kane / gap * 1e8, 1e8, 1e8, 12)
for fam, n, sign in levels:
    v = embed(state(par, fam, n, sign, 12), 12)
    e, w = track(far, v, ff == ff[np.argmax(abs(v))])
    assert abs(e - closed(par, fam, n, sign)) < 1e-4


# Zero-field cyclotron masses from the angular average of the cubic bands
def cyclotron_masses(p):
    inverse = []
    for phi in np.arange(200) * 2 * np.pi / 200:
        c, s = np.cos(phi), np.sin(phi)
        ops = [np.array([[y]]) for y in (c, s, c * c, s * s, c * s)]
        e = np.linalg.eigvalsh(kinetic(J, 1, *p[:3], ops))
        inverse.append([1 / (2 * e[0]), 1 / (2 * e[3])])
    return np.mean(inverse, axis=0)


for col, sign in ((0, -1), (1, 1)):
    slope = closed(sph, "A", 2001, sign) - closed(sph, "A", 2000, sign)
    assert abs(slope * cyclotron_masses(sph)[col] - 1) < 1e-3
root = np.sqrt(g2**2 + 3 * gbar**2)
for sign in (-1, 1):
    slope = closed(par, "B", 2001, sign) - closed(par, "B", 2000, sign)
    assert abs(slope - (g1 + sign * root)) < 1e-3
cubic_mass = cyclotron_masses(par)


# Warping: restore the dropped term
def warped(fam, n, sign, size, strength=1.0):
    f = total_f([1.5, 0.5, -0.5, -1.5], size)
    full = luttinger(par, oscillator(size))
    h = axial(full, f)
    v = state(par, fam, n, sign, size)
    f0 = f[np.argmax(abs(v))]
    e, w = track(h + strength * (full - h), v, (f - f0) % 4 == 0)
    return e - closed(par, fam, n, sign), w


small = [warped("A", 0, 1, 40, s)[0] for s in (0.1, 0.05)]
assert abs(small[0] / small[1] - 4) < 0.2
warp = [warped(*lev, 40) for lev in levels[:8]]
warp_large = [warped(*lev, 60) for lev in levels[:8]]
basis_shift = max(abs(a[0] - b[0]) for a, b in zip(warp, warp_large)) * w0
assert min(w for _, w in warp) > 0.5 and basis_shift < 1e-3

# Split-off band alone, then split-off and conduction bands together
unit = 1e3 / w0
h6, f8 = eight_band(par, 0.0, gap * unit, split * unit, 12)
h8, f8 = eight_band(par, kane * unit, gap * unit, split * unit, 12)
so, both = [], []
for fam, n, sign in levels[:8]:
    v = embed(state(par, fam, n, sign, 12), 12)
    keep = f8 == f8[np.argmax(abs(v))]
    so.append((track(h6, v, keep)[0] - closed(par, fam, n, sign)) * w0)
    both.append((track(h8, v, keep)[0] - closed(par, fam, n, sign)) * w0)
assert abs(so[2]) < 1e-8 and abs(so[3]) < 1e-8 and abs(so[1]) > 1e-3
assert abs(both[2]) < 1e-8 and abs(both[3]) > 1e-3

# Lowest axial level as a function of kz
f14 = total_f([1.5, 0.5, -0.5, -1.5], 14)
kzs = np.linspace(0, 3, 61)
bottom = [np.linalg.eigvalsh(axial(luttinger(par, oscillator(14), k), f14))[0]
          for k in kzs]
imin = int(np.argmin(bottom))

named = sorted((e, fam, n) for n in range(30) for fam in "AB"
               for e in family_levels(par, fam, n))
assert abs(bottom[0] - named[0][0]) < 1e-9
for fam in "AB":
    for n in (0, 1):
        assert abs(closed(par, fam, n, 1) - block(par, fam, n)[1, 1]) < 1e-9
heavy_mass, light_mass = 1 / (g1 - root), 1 / (g1 + root)
tau = heavy_mass * sc.m_e * mobility * 1e-4 / sc.e

print(f"g1, g2, g3 = {g1}, {g2}, {g3}; kappa = {kappa}; q = {q}")
print(f"gbar = {gbar:.3f}; dropped (g3-g2)/2 = {(g3 - g2) / 2:.3f}")
print(f"field = {field} T; magnetic length = {length:.3f} nm")
print(f"w0 = hbar e B/m0 = {w0:.4f} meV")
print(f"gap, split-off, Ep = {gap}, {split}, {kane} eV")
for fam in "AB":
    b = block(par, fam, 2)
    print(f"block {fam} n=2: top {b[0, 0]:.4f}, low {b[1, 1]:.4f}, off {b[0, 1]:.4f} w0")
print("level (+ or - root): energy in w0, energy in meV")
for fam, n, sign in levels:
    e = closed(par, fam, n, sign)
    kind = "uncoupled" if n < 2 else "coupled"
    print(f" {fam} n={n} {'+' if sign > 0 else '-'} {kind}: {e:.4f} w0, {e * w0:.3f} meV")
print("spurious minus roots at n=0, 1 (w0):")
for fam in "AB":
    print(f" {fam}: {closed(par, fam, 0, -1):.4f}, {closed(par, fam, 1, -1):.4f}")
print("plus-ladder spacings 0-1, 1-2, 2-3, 3-4 (w0):")
for fam in "AB":
    gaps = np.diff([closed(par, fam, n, 1) for n in range(5)])
    print(f" {fam}: " + ", ".join(f"{g:.3f}" for g in gaps))
print(f"large-n spacing: heavy {g1 - root:.4f}, light {g1 + root:.4f} w0")
print(f"axial cyclotron mass: heavy {heavy_mass:.4f}, light {light_mass:.4f} m0")
print(f"cubic cyclotron mass: heavy {cubic_mass[0]:.4f}, light {cubic_mass[1]:.4f} m0")
print("four lowest levels: " + ", ".join(f"{fam}{n} {e * w0:.3f}" for e, fam, n in named[:4])
      + " meV")
print("shifts in meV: warping; split-off; split-off + conduction")
for (fam, n, sign), w, s6, s8 in zip(levels, warp, so, both):
    print(f" {fam} n={n} {'+' if sign > 0 else '-'}: {w[0] * w0:+.4f}; "
          f"{s6:+.4f}; {s8:+.4f}")
print(f"smallest axial weight in warped states = {min(w for _, w in warp):.3f}")
print(f"warping, basis 40 to 60: largest change = {basis_shift:.1e} meV")
print(f"lowest level: minimum at kz = {kzs[imin] / length:.4f} 1/nm")
print(f" depth below its kz=0 value = {(bottom[0] - bottom[imin]) * w0:.4f} meV")
print(f"kT at {temperature} K = {sc.k * temperature / sc.e * 1e3:.3f} meV")
print(f"mobility = {mobility:.0f} cm2/Vs; hbar/tau (heavy) = {sc.hbar / tau / sc.e * 1e3:.3f} meV")
print(f"mobility times field = {mobility * 1e-4 * field:.2f}")
print(f"grid test: largest error in 14 levels = {grid_error:.1e} w0")
print("every check passed")
```

Printed output:

```
g1, g2, g3 = 7.0, 2.1, 2.9; kappa = 1.2; q = 0.02
gbar = 2.500; dropped (g3-g2)/2 = 0.400
field = 10.0 T; magnetic length = 8.113 nm
w0 = hbar e B/m0 = 1.1577 meV
gap, split-off, Ep = 1.52, 0.34, 26.0 eV
block A n=2: top 6.4175, low 11.6475, off -6.1237 w0
block B n=2: top 3.0525, low 20.8825, off -6.1237 w0
level (+ or - root): energy in w0, energy in meV
 A n=0 + uncoupled: 1.8475 w0, 2.139 meV
 A n=1 + uncoupled: 6.7475 w0, 7.811 meV
 B n=0 + uncoupled: 2.6825 w0, 3.105 meV
 B n=1 + uncoupled: 11.7825 w0, 13.640 meV
 A n=2 - coupled: 2.3738 w0, 2.748 meV
 B n=2 - coupled: 1.1519 w0, 1.334 meV
 A n=3 - coupled: 5.4134 w0, 6.267 meV
 B n=3 - coupled: 3.6760 w0, 4.256 meV
 A n=2 + coupled: 15.6912 w0, 18.165 meV
 B n=2 + coupled: 22.7831 w0, 26.375 meV
spurious minus roots at n=0, 1 (w0):
 A: -11.7825, -2.6825
 B: -6.7475, -1.8475
plus-ladder spacings 0-1, 1-2, 2-3, 3-4 (w0):
 A: 4.900, 8.944, 10.960, 11.464
 B: 9.100, 11.001, 11.476, 11.633
large-n spacing: heavy 2.1875, light 11.8125 w0
axial cyclotron mass: heavy 0.4571, light 0.0847 m0
cubic cyclotron mass: heavy 0.4836, light 0.0846 m0
four lowest levels: B2 1.334, A0 2.139, A2 2.748, B0 3.105 meV
shifts in meV: warping; split-off; split-off + conduction
 A n=0 +: -0.0996; -0.0000; -0.0000
 A n=1 +: -0.4237; -0.0329; -0.0516
 B n=0 +: -0.2710; -0.0000; +0.0000
 B n=1 +: +0.5462; -0.0000; -0.0875
 A n=2 -: -0.0994; -0.0615; -0.0662
 B n=2 -: -0.0529; -0.0004; -0.0007
 A n=3 -: -0.2598; -0.0882; -0.0951
 B n=3 -: -0.1428; -0.0000; -0.0005
smallest axial weight in warped states = 0.886
warping, basis 40 to 60: largest change = 1.4e-13 meV
lowest level: minimum at kz = 0.0000 1/nm
 depth below its kz=0 value = 0.0000 meV
kT at 4.2 K = 0.362 meV
mobility = 5000 cm2/Vs; hbar/tau (heavy) = 0.506 meV
mobility times field = 5.00
grid test: largest error in 14 levels = 1.5e-13 w0
every check passed
```
